# When the k derivative of a tight-binding Hamiltonian is not the velocity: a numerical check

```python
"""
Result under test: for orthonormal orbitals with a diagonal position operator,
the velocity i[H, r] has the Bloch matrix
    dH_atomic/dk                     with phases exp(i k.(R + tau)),
    dH_cell/dk + i [H_cell, tau]     with phases exp(i k.R).
Here R is a lattice vector, tau holds the orbital positions inside the cell,
and hbar = 1, so velocities are in eV*angstrom.  Leaving out the commutator
gives graphene a false optical anisotropy
    excess conductivity = (pi/4) * omega * delta^2 * J(omega)   [e^2/hbar],
delta = tau_B - tau_A, J = joint density of states per area, spin included.
Conductivities are otherwise given in units of e^2/(4 hbar).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import expm_multiply
from scipy.spatial import cKDTree

HOP = 2.7          # eV, rough typical value for graphene
BOND = 1.42        # angstrom, rough typical value
root3 = np.sqrt(3.0)
BONDS = BOND * np.array([[0, 1], [root3 / 2, -0.5], [-root3 / 2, -0.5]])
A1 = BOND * np.array([root3, 0.0])
A2 = BOND * np.array([root3 / 2, 1.5])
TAU = np.array([[0.0, 0.0], [0.0, BOND]])     # positions of A and B in the cell
DELTA = TAU[1] - TAU[0]
K_POINT = np.array([4 * np.pi / (3 * root3 * BOND), 0.0])
ZERO = np.zeros(2)


def coupling(k, vectors, amplitudes):
    """A-B element of H(k) and its k gradient; vectors set the phases."""
    terms = -amplitudes * np.exp(1j * (k @ vectors.T))
    return terms.sum(-1), (1j * terms) @ vectors


def matrices(k, vectors):
    """H(k) and its two derivatives for nearest-neighbour graphene."""
    h, dh = coupling(k, vectors, np.full(3, HOP))

    def hermitian(z):
        m = np.zeros(z.shape + (2, 2), complex)
        m[..., 0, 1] = z
        m[..., 1, 0] = z.conj()
        return m
    return hermitian(h), [hermitian(dh[..., i]) for i in range(2)]


CELL_VECTORS = BONDS - DELTA      # pure lattice vectors R


def corrected_velocity(k):
    ham, deriv = matrices(k, CELL_VECTORS)
    out = []
    for axis in range(2):
        tau = np.diag(TAU[:, axis])
        out.append(deriv[axis] + 1j * (ham @ tau - tau @ ham))
    return out


# ---- Open flake: neighbours found by distance, position matrix explicit ----
cells = np.array([i * A1 + j * A2 for i in range(-60, 61) for j in range(-40, 41)])
sites = np.vstack([cells + TAU[0], cells + TAU[1]])
kind = np.repeat([0, 1], len(cells))
keep = (np.abs(sites) < 62.0).all(axis=1)
sites, kind = sites[keep], kind[keep]
pairs = cKDTree(sites).query_pairs(1.05 * BOND, output_type="ndarray")
n_sites = len(sites)
flake = coo_matrix((np.full(len(pairs), -HOP), (pairs[:, 0], pairs[:, 1])),
                   shape=(n_sites, n_sites)).tocsr()
flake = (flake + flake.T).tocsr()
home = [int(np.argmin(np.linalg.norm(sites - TAU[a], axis=1))) for a in range(2)]

# test wavevector: on the line through K where the gap is 2 eV
PHOTON = 2.0
q_test = brentq(lambda q: abs(coupling(K_POINT + np.array([q, 0.0]), BONDS,
                                     np.full(3, HOP))[0]) - PHOTON / 2, 1e-4, 0.5)
k_test = K_POINT + np.array([q_test, 0.0])

for k in (k_test, np.array([0.31, -0.47]), np.array([-0.9, 0.22])):
    waves = np.zeros((n_sites, 2), complex)
    for b in range(2):
        on_b = kind == b
        waves[on_b, b] = np.exp(1j * (sites[on_b] - TAU[b]) @ k)
    ham_cell, deriv_cell = matrices(k, CELL_VECTORS)
    ham_atom, deriv_atom = matrices(k, BONDS)
    shift = np.diag(np.exp(1j * TAU @ k))
    energies, states = np.linalg.eigh(ham_cell)
    for axis in range(2):
        pos = diags(sites[:, axis])
        direct = (1j * (flake @ (pos @ waves) - pos @ (flake @ waves)))[home]
        assert np.allclose(direct, corrected_velocity(k)[axis], atol=1e-9)
        assert np.allclose(shift.conj() @ direct @ shift, deriv_atom[axis], atol=1e-9)
        # the missing part between eigenstates is i (E_m - E_n) <m|tau|n>
        missing = states.conj().T @ (direct - deriv_cell[axis]) @ states
        tau_bands = states.conj().T @ np.diag(TAU[:, axis]) @ states
        gaps = energies[:, None] - energies[None, :]
        assert np.allclose(missing, 1j * gaps * tau_bands, atol=1e-9)
        assert np.allclose(np.diag(missing), 0, atol=1e-9)
    assert np.max(np.abs(direct - deriv_cell[1])) > 0.5   # bare derivative fails

# at the Dirac point the levels are degenerate and the missing part vanishes
at_k = corrected_velocity(K_POINT)
bare_k = matrices(K_POINT, CELL_VECTORS)[1]
assert all(np.allclose(at_k[i], bare_k[i], atol=1e-9) for i in range(2))
dirac_velocity = abs(at_k[1][0, 1])
assert np.isclose(dirac_velocity, 1.5 * HOP * BOND)

# ---- Moving packet: rate of change of its mean position along y ----
WIDTH = 15.0       # angstrom, amplitude exp(-r^2 / (2 WIDTH^2))
h_at, dh_at = coupling(k_test, BONDS, np.full(3, HOP))
h_ce, dh_ce = coupling(k_test, CELL_VECTORS, np.full(3, HOP))
spinor = np.array([1.0, -1j * np.conj(h_at) / abs(h_at)]) / np.sqrt(2)
packet = (np.exp(-(sites ** 2).sum(1) / (2 * WIDTH ** 2) + 1j * sites @ k_test)
          * spinor[kind])
packet /= np.linalg.norm(packet)
step = 1e-3        # in units of hbar/eV


def mean_y(time):
    moved = expm_multiply((-1j * time * flake).tocsc(), packet)
    return float(np.sum(np.abs(moved) ** 2 * sites[:, 1]))


packet_rate = (mean_y(step) - mean_y(-step)) / (2 * step)
true_rate = float(np.real(spinor.conj() @ matrices(k_test, BONDS)[1][1] @ spinor))
spinor_cell = np.exp(1j * TAU @ k_test) * spinor
bare_rate = float(np.real(spinor_cell.conj()
                          @ matrices(k_test, CELL_VECTORS)[1][1] @ spinor_cell))
width_factor = np.exp(-BOND ** 2 / (4 * WIDTH ** 2))
assert abs(packet_rate / (true_rate * width_factor) - 1) < 1e-4
assert abs(packet_rate - bare_rate) > 1.0
assert np.isclose(true_rate, np.imag(np.conj(h_at) * dh_at[1]) / abs(h_at))
assert np.isclose(true_rate - bare_rate, abs(h_at) * BOND)


# ---- Second-order k.p curvature of the upper band along y ----
def curvature_parts(vectors):
    ham, deriv = matrices(k_test, vectors)
    terms = HOP * np.exp(1j * vectors @ k_test) * vectors[:, 1] ** 2
    second = np.array([[0, terms.sum()], [np.conj(terms.sum()), 0]])
    e, u = np.linalg.eigh(ham)
    direct_part = np.real(u[:, 1].conj() @ second @ u[:, 1])
    mixing = 2 * abs(u[:, 0].conj() @ deriv[1] @ u[:, 1]) ** 2 / (e[1] - e[0])
    return direct_part, mixing


def upper_band(dy):
    return np.linalg.eigvalsh(matrices(k_test + np.array([0, dy]), BONDS)[0])[1]


dk = 1e-3
curvature = (upper_band(dk) - 2 * upper_band(0) + upper_band(-dk)) / dk ** 2
atom_parts, cell_parts = curvature_parts(BONDS), curvature_parts(CELL_VECTORS)
mixed_curvature = cell_parts[0] + atom_parts[1]
assert abs(sum(atom_parts) / curvature - 1) < 1e-3   # finite-difference error
assert abs(sum(cell_parts) / curvature - 1) < 1e-3
assert abs(mixed_curvature / curvature - 1) > 0.02

# ---- s and p orbitals on one atom: an on-site dipole adds a further term ----
period, k_chain, n_chain = 3.0, 0.4, 9
onsite = np.diag([-1.0, 2.0])
right = np.array([[-1.0, 0.8], [-0.8, 0.6]])
dipole = np.array([[0.0, 0.5], [0.5, 0.0]])
order = np.arange(n_chain) - n_chain // 2
chain = np.kron(np.eye(n_chain), onsite) + np.kron(np.eye(n_chain, k=1), right)
chain = chain + np.kron(np.eye(n_chain, k=-1), right.T)
chain_pos = np.kron(np.diag(order * period), np.eye(2)) + np.kron(np.eye(n_chain), dipole)
chain_wave = np.kron(np.exp(1j * k_chain * period * order)[:, None], np.eye(2))
middle = slice(2 * (n_chain // 2), 2 * (n_chain // 2) + 2)
chain_direct = (1j * (chain @ chain_pos - chain_pos @ chain) @ chain_wave)[middle]
turn = np.exp(1j * k_chain * period)
chain_h = onsite + right * turn + right.T / turn
chain_dh = 1j * period * (right * turn - right.T / turn)
assert np.allclose(chain_direct, chain_dh + 1j * (chain_h @ dipole - dipole @ chain_h))
dipole_part = np.max(np.abs(chain_direct - chain_dh))
assert dipole_part > 0.1


# ---- Optical conductivity by integration along the constant-gap contour ----
def sheet_response(omega, intracell, hop=HOP, third=0.0, overlap=0.0, rays=240):
    """Conductivity (x, y) from the phase gradient, and J(omega).
    intracell = 0 gives the true velocity; otherwise the bare cell derivative."""
    vectors = np.vstack([BONDS, -2 * BONDS])
    amps = np.array([hop] * 3 + [third] * 3)
    angle = 2 * np.pi * np.arange(rays) / rays
    unit = np.stack([np.cos(angle), np.sin(angle)], axis=1)

    def half_gap(q):
        size = np.abs(coupling(K_POINT + q[:, None] * unit, vectors, amps)[0])
        return size / (1 - (overlap * size / hop) ** 2)

    low, high = np.zeros(rays), np.full(rays, 0.6)
    for _ in range(60):
        mid = (low + high) / 2
        below = half_gap(mid) < omega / 2
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    q = (low + high) / 2
    slope = (half_gap(q + 1e-5) - half_gap(q - 1e-5)) / 1e-5   # of the full gap
    weight = 4 / (4 * np.pi ** 2) * q / slope * 2 * np.pi / rays  # spin, valley
    h, dh = coupling(K_POINT + q[:, None] * unit, vectors - intracell, amps)
    phase_gradient = np.imag(h.conj()[:, None] * dh) / np.abs(h)[:, None] ** 2
    sigma = np.pi / omega * (weight[:, None] * (omega / 2 * phase_gradient) ** 2).sum(0)
    return sigma / 0.25, weight.sum()


far_delta = np.array([0.0, -2 * BOND])     # B atom taken from another cell
table = []
for omega in (1.0, 2.0, 3.0):
    true_sigma, joint = sheet_response(omega, ZERO)
    bare_sigma, _ = sheet_response(omega, DELTA)
    far_sigma, _ = sheet_response(omega, far_delta)
    assert abs(true_sigma[0] - true_sigma[1]) < 1e-6
    assert abs(bare_sigma[0] - true_sigma[0]) < 1e-6
    excess = bare_sigma[1] - true_sigma[1]
    predicted = np.pi / 4 * omega * BOND ** 2 * joint / 0.25
    assert abs(excess / predicted - 1) < 1e-5
    assert abs((far_sigma[1] - true_sigma[1]) / excess - 4) < 1e-4
    table.append((omega, true_sigma[1], bare_sigma[1], far_sigma[1],
                  2 * omega ** 2 / (9 * HOP ** 2), joint))
small = 0.1
small_excess = sheet_response(small, DELTA)[0][1] - sheet_response(small, ZERO)[0][1]
# the next term of the low-energy law is of relative order (omega/HOP)^2
assert abs(small_excess / (2 * small ** 2 / (9 * HOP ** 2)) - 1) < 5e-3
assert abs(sheet_response(small, ZERO)[0][1] - 1) < 5e-3

# ---- The same conductivity from a zone sum with numerical eigenvectors ----
BROAD = 0.1        # eV, Gaussian standard deviation
n_grid = 400
recip = 2 * np.pi * np.linalg.inv(np.array([A1, A2])).T
frac = (np.arange(n_grid) + 0.5) / n_grid
grid = (frac[:, None, None] * recip[0] + frac[None, :, None] * recip[1]).reshape(-1, 2)
cell_area = abs(np.linalg.det(np.array([A1, A2])))
ham_grid, bare_grid = matrices(grid, CELL_VECTORS)
full_grid = corrected_velocity(grid)
e_grid, u_grid = np.linalg.eigh(ham_grid)
line = np.exp(-(e_grid[:, 1] - e_grid[:, 0] - PHOTON) ** 2 / (2 * BROAD ** 2))
line /= BROAD * np.sqrt(2 * np.pi)


def zone_sum(operator):
    element = np.einsum("ka,kab,kb->k", u_grid[:, :, 1].conj(), operator, u_grid[:, :, 0])
    total = 2 * np.sum(np.abs(element) ** 2 * line) / (n_grid ** 2 * cell_area)
    return np.pi / PHOTON * total / 0.25


nodes, node_weights = np.polynomial.hermite.hermgauss(9)


def smoothed_contour(intracell):
    total = np.zeros(2)
    for x, w in zip(nodes, node_weights):
        omega = PHOTON + np.sqrt(2) * BROAD * x
        total += w / np.sqrt(np.pi) * omega / PHOTON * sheet_response(omega, intracell)[0]
    return total


zone_true = np.array([zone_sum(op) for op in full_grid])
zone_bare = np.array([zone_sum(op) for op in bare_grid])
assert np.allclose(zone_true, smoothed_contour(ZERO), rtol=1e-4)
assert np.allclose(zone_bare, smoothed_contour(DELTA), rtol=1e-4)

# ---- Sheet absorption and the effects left out, at the photon energy ----
_, sigma_true, sigma_bare, sigma_far, _, _ = table[1]


def weak_absorption(sigma):
    return np.pi * const.fine_structure * sigma


def film_absorption(sigma):
    transmitted = 1 / (1 + weak_absorption(sigma) / 2)
    return 1 - transmitted ** 2 - (transmitted - 1) ** 2


THIRD, OVERLAP, FERMI, TEMP = 0.2, 0.1, 0.2, 300.0
variants = {"third-neighbour hopping": dict(third=THIRD),
            "orbital overlap": dict(overlap=OVERLAP),
            "hopping raised 10 %": dict(hop=1.1 * HOP)}
thermal = const.k * TEMP / const.e


def filling(energy):
    return 1 / (np.exp((energy - FERMI) / thermal) + 1)


blocking = 1 - (filling(-PHOTON / 2) - filling(PHOTON / 2))
hbar_ev = const.hbar / const.e
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10 / dirac_velocity
wavelength = const.h * const.c / (PHOTON * const.e) * 1e9

print(f"hopping t: {HOP:.2f} eV; bond length d: {BOND:.2f} angstrom")
print(f"Dirac velocity: {dirac_velocity:.3f} eV angstrom"
      f" = {dirac_velocity * 1e-8 / hbar_ev:.3e} cm/s")
print(f"photon energy: {PHOTON:.1f} eV; wavelength: {wavelength:.0f} nm")
print(f"test k: K + {q_test:.4f} 1/angstrom along x (gap {2 * abs(h_at):.3f} eV)")
print(f"flake: {n_sites} atoms; packet width: {WIDTH:.1f} angstrom")
print("Packet velocity along y, eV angstrom:")
print(f"  from time evolution: {packet_rate:.4f}")
print(f"  from full operator at test k: {true_rate:.4f}")
print(f"  width factor (no unit): {width_factor:.5f}")
print(f"  full operator times width factor: {true_rate * width_factor:.4f}")
print(f"  from bare cell derivative: {bare_rate:.4f}")
print("Upper-band curvature along y at test k, eV angstrom^2:")
print(f"  finite difference of the band: {curvature:.3f}")
print(f"  atomic phases: {atom_parts[0]:.3f} + {atom_parts[1]:.3f} = {sum(atom_parts):.3f}")
print(f"  cell phases: {cell_parts[0]:.3f} + {cell_parts[1]:.3f} = {sum(cell_parts):.3f}")
print(f"  conventions mixed: {mixed_curvature:.3f}")
print(f"s-p chain, largest on-site dipole term: {dipole_part:.3f} eV angstrom")
print("Conductivity along the cell bond (y), units e^2/(4 hbar):")
for omega, s_true, s_bare, s_far, law, joint in table:
    print(f"  {omega:.1f} eV: true {s_true:.4f}, bare {s_bare:.4f}, bare far cell {s_far:.4f}")
    print(f"    excess {s_bare - s_true:.4f}, low-energy law {law:.4f},"
          f" J {joint:.5f} 1/(eV angstrom^2)")
print(f"Bare result along x at 2 eV: {sheet_response(PHOTON, DELTA)[0][0]:.4f} e^2/(4 hbar)")
print("Absorption of a free-standing sheet at 2 eV, weak-absorption limit, %:")
print(f"  true, both polarizations: {100 * weak_absorption(sigma_true):.3f}")
print(f"  bare, y polarization: {100 * weak_absorption(sigma_bare):.3f}")
print(f"  bare, far B atom, y polarization: {100 * weak_absorption(sigma_far):.3f}")
print("Effects left out, at 2 eV (conductivities in e^2/(4 hbar)):")
print(f"  inputs: third hopping {THIRD:.1f} eV, overlap {OVERLAP:.1f} (no unit)")
for name, options in variants.items():
    good = sheet_response(PHOTON, ZERO, **options)[0][1]
    bad = sheet_response(PHOTON, DELTA, **options)[0][1]
    print(f"  {name}: true {good:.4f}, false excess {bad - good:.4f}")
print(f"  Gaussian broadening {BROAD:.1f} eV: true {zone_true[1]:.4f},"
      f" false excess {zone_bare[1] - zone_true[1]:.4f}")
print(f"  blocked fraction at {TEMP:.0f} K, Fermi level {FERMI:.1f} eV: {blocking:.1e}")
print(f"  absorption with thin-film correction: {100 * film_absorption(sigma_true):.3f} %")
print(f"  bare Coulomb coupling e^2/(4 pi eps0 hbar v): {coulomb:.2f} (no unit)")
print("done: every assertion held")
```

Printed output:

```
hopping t: 2.70 eV; bond length d: 1.42 angstrom
Dirac velocity: 5.751 eV angstrom = 8.737e+07 cm/s
photon energy: 2.0 eV; wavelength: 620 nm
test k: K + 0.1881 1/angstrom along x (gap 2.000 eV)
flake: 5908 atoms; packet width: 15.0 angstrom
Packet velocity along y, eV angstrom:
  from time evolution: -6.4465
  from full operator at test k: -6.4610
  width factor (no unit): 0.99776
  full operator times width factor: -6.4465
  from bare cell derivative: -7.8810
Upper-band curvature along y at test k, eV angstrom^2:
  finite difference of the band: 45.323
  atomic phases: 3.579 + 41.745 = 45.324
  cell phases: -16.787 + 62.110 = 45.324
  conventions mixed: 24.958
s-p chain, largest on-site dipole term: 2.080 eV angstrom
Conductivity along the cell bond (y), units e^2/(4 hbar):
  1.0 eV: true 1.0156, bare 1.0464, bare far cell 1.1389
    excess 0.0308, low-energy law 0.0305, J 0.00487 1/(eV angstrom^2)
  2.0 eV: true 1.0666, bare 1.1946, bare far cell 1.5786
    excess 0.1280, low-energy law 0.1219, J 0.01010 1/(eV angstrom^2)
  3.0 eV: true 1.1708, bare 1.4795, bare far cell 2.4058
    excess 0.3088, low-energy law 0.2743, J 0.01625 1/(eV angstrom^2)
Bare result along x at 2 eV: 1.0666 e^2/(4 hbar)
Absorption of a free-standing sheet at 2 eV, weak-absorption limit, %:
  true, both polarizations: 2.445
  bare, y polarization: 2.739
  bare, far B atom, y polarization: 3.619
Effects left out, at 2 eV (conductivities in e^2/(4 hbar)):
  inputs: third hopping 0.2 eV, overlap 0.1 (no unit)
  third-neighbour hopping: true 1.1795, false excess 0.1814
  orbital overlap: true 1.0635, false excess 0.1273
  hopping raised 10 %: true 1.0542, false excess 0.1048
  Gaussian broadening 0.1 eV: true 1.0673, false excess 0.1291
  blocked fraction at 300 K, Fermi level 0.2 eV: 3.6e-14
  absorption with thin-film correction: 2.387 %
  bare Coulomb coupling e^2/(4 pi eps0 hbar v): 2.50 (no unit)
done: every assertion held
```
